# Polarization and Localization Length from a Periodic Determinant: verification in Python

```python
"""
Result under test: for a determinant of orbitals psi_j on a ring of length L,
  z = <exp(2 pi i X/L)> = det S,  S_jk = <psi_j| exp(2 pi i x/L) |psi_k>
(squared for a closed shell).  For a gapped crystal and large L the phase of z
gives the polarization and -(L/2 pi)^2 ln|z|^2 / N the squared localization
length.  X: sum of electron positions; N: number of electrons.
Model: restricted Hartree-Fock chain, two Gaussian wells and two electrons per
cell, Gaussian repulsion, atomic units.  Orbitals are vectors on a uniform grid
with a Fourier kinetic energy.  P denotes the projector on occupied orbitals of
one spin, M the number of cells.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants, e as charge_si

CELL = 6.0                      # bohr
POS_A, POS_B = 1.2, 3.6         # bohr
DEPTH_A, DEPTH_B = 1.5, 1.0     # hartree
WELL_WIDTH = 0.8                # bohr
REPULSION, REP_WIDTH = 0.6, 1.0  # hartree, bohr
POINTS = 12                     # grid points per cell


def gaussian_sum(d, width, period):
    """Gaussian of distance d summed over periodic images."""
    d = d - period * np.round(d / period)
    return sum(np.exp(-(d + m * period) ** 2 / (2 * width ** 2))
               for m in range(-3, 4))


def hartree_fock(cells, pos_a=POS_A, pos_b=POS_B, points=POINTS):
    """Return grid, Fock matrix, orbital energies, orbitals, projector P."""
    size = cells * points
    step = CELL / points
    x = step * np.arange(size)
    q = 2 * np.pi * np.fft.fftfreq(size, step)
    kinetic = np.fft.ifft(0.5 * q[:, None] ** 2
                          * np.fft.fft(np.eye(size), axis=0), axis=0).real
    wells = (-DEPTH_A * gaussian_sum(x - pos_a, WELL_WIDTH, CELL)
             - DEPTH_B * gaussian_sum(x - pos_b, WELL_WIDTH, CELL))
    v = REPULSION * gaussian_sum(x[:, None] - x[None, :], REP_WIDTH,
                                 cells * CELL)
    P = np.zeros((size, size))
    for _ in range(200):
        fock = kinetic + np.diag(wells + 2 * v @ np.diag(P)) - v * P
        fock = 0.5 * (fock + fock.T)
        energies, orbitals = np.linalg.eigh(fock)
        occupied = orbitals[:, :cells]
        new_P = occupied @ occupied.T
        change = np.abs(new_P - P).max()
        if change < 1e-10:
            return x, fock, energies, orbitals, new_P
        P = 0.3 * P + 0.7 * new_P
    raise AssertionError("Hartree-Fock iteration did not converge")


def overlap_det(orbs, x, length):
    """Determinant of the overlaps of exp(2 pi i x/L), one spin."""
    phase = np.exp(2j * np.pi * x / length)
    return np.linalg.det(orbs.conj().T @ (phase[:, None] * orbs))


def centre_and_spread(det, cells):
    """Wannier centre (mod cell) and squared localization length, one band."""
    length = cells * CELL
    centre = CELL / (2 * np.pi) * np.angle(det * (-1) ** (cells - 1))
    spread = -(length / (2 * np.pi)) ** 2 * np.log(abs(det) ** 2) / cells
    return centre % CELL, spread


def wrap(value, period):
    return value - period * np.round(value / period)


def bloch_vectors(fock, x, k, bands):
    """Cell-periodic parts u_k (unit norm in one cell) of the lowest bands."""
    phases = np.exp(1j * k * (x[None, :] - x[:POINTS, None]))
    h = (fock[:POINTS] * phases).reshape(POINTS, -1, POINTS).sum(axis=1)
    return np.linalg.eigh(h)[1][:, :bands]


# --- Determinant identity: sum over every configuration of four electrons ---
x2, _, _, orb2, _ = hartree_fock(2)
occ2 = orb2[:, :2]
spin_orbitals = np.kron(np.eye(2), occ2)
spin_x = np.tile(x2, 2)
configs = np.array(list(itertools.combinations(range(len(spin_x)), 4)))
weights = np.linalg.det(spin_orbitals[configs]) ** 2
assert abs(weights.sum() - 1) < 1e-10
z_sum = np.sum(weights * np.exp(2j * np.pi * spin_x[configs].sum(axis=1)
                                / (2 * CELL)))
z_det = overlap_det(occ2, x2, 2 * CELL) ** 2
assert abs(z_det) > 1e-3 and abs(z_sum - z_det) < 1e-10

# --- Rings of growing length ---
rings = {m: hartree_fock(m) for m in (8, 16, 32)}
dets, centres, spreads = {}, {}, {}
for m, (x, _, _, orbs, _) in rings.items():
    dets[m] = overlap_det(orbs[:, :m], x, m * CELL)
    centres[m], spreads[m] = centre_and_spread(dets[m], m)

# --- k-space product of small determinants, with its sign ---
x8, fock8 = rings[8][0], rings[8][1]
for bands in (1, 2):
    ks = 2 * np.pi * np.arange(8) / (8 * CELL)
    us = [bloch_vectors(fock8, x8, k, bands) for k in ks]
    bloch = np.hstack([np.exp(1j * k * x8)[:, None] * np.tile(u, (8, 1))
                       / np.sqrt(8) for k, u in zip(ks, us)])
    full = overlap_det(bloch, x8, 8 * CELL)
    us.append(np.exp(-2j * np.pi * x8[:POINTS] / CELL)[:, None] * us[0])
    links = np.prod([np.linalg.det(us[s + 1].conj().T @ us[s])
                     for s in range(8)])
    assert abs(full) > 1e-6
    assert abs(full - (-1) ** (bands * 7) * links) < 1e-9
    if bands == 1:
        assert abs(full - dets[8]) < 1e-8
        link_product = links

# --- Localized functions: eigenfunctions of the projected position ---
M = 32
L = M * CELL
x, fock, energies, orbs, P = rings[M]
gap = energies[M] - energies[M - 1]
assert gap > 0.05
occ = orbs[:, :M]
values, vectors = np.linalg.eigh(occ.T @ (x[:, None] * occ))
w = occ @ vectors[:, np.argmin(abs(values - L / 2))]
w_mean = np.sum(x * w ** 2)
w_centre = w_mean % CELL
w_spread = np.sum((x - w_mean) ** 2 * w ** 2)

# --- Second moment of the density matrix, and the quantum metric ---
separation = wrap(x[None, :] - x[:, None], L)      # x_j - x_i
dm_spread = np.sum(separation ** 2 * P ** 2) / (2 * M)
dk = 2 * np.pi / L
proj = []
for s in range(-2, M + 2):
    u = bloch_vectors(fock, x, s * dk, 1)
    proj.append(u @ u.conj().T)
metric = []
for s in range(2, M + 2):
    slope = (8 * (proj[s + 1] - proj[s - 1])
             - (proj[s + 2] - proj[s - 2])) / (12 * dk)
    metric.append(0.5 * np.sum(abs(slope) ** 2))
metric_spread = np.mean(metric)
assert abs(w_spread - dm_spread) < 1e-6
# the k derivative is a fourth-order finite difference
assert abs(metric_spread / dm_spread - 1) < 1e-3

# --- Approach to the limit: errors fall as 1/L^2 ---
err_c = {m: wrap(centres[m] - w_centre, CELL) for m in centres}
err_s = {m: spreads[m] - dm_spread for m in spreads}
ratio_c = err_c[16] / err_c[32]
ratio_s = err_s[16] / err_s[32]
assert abs(ratio_c - 4) < 0.4 and abs(ratio_s - 4) < 0.4
extrap_centre_error = (4 * err_c[32] - err_c[16]) / 3
extrap_spread = (4 * spreads[32] - spreads[16]) / 3
assert abs(extrap_centre_error) < 1e-5
assert abs(extrap_spread - dm_spread) < 3e-5

# --- Polarization with ions of charge +1 ---
z = dets[M] ** 2
ion_sum = sum(POS_A + POS_B + 2 * r * CELL for r in range(M))
z_total = z * np.exp(-2j * np.pi * ion_sum / L)
polarization = -np.angle(z_total) / (2 * np.pi)
pol_limit = wrap((POS_A + POS_B - 2 * w_centre) / CELL, 1.0)
# the difference is the finite-length error of the phase
assert abs(wrap(polarization - pol_limit, 1.0)) < 1e-3

# --- Phase change under displacement against transported current ---
shift = 0.01


def centre_slope(cells, da, db):
    """Change of centre per displacement; also the slope of P."""
    result = []
    for sign in (1, -1):
        g, _, _, c, proj_s = hartree_fock(cells, POS_A + sign * da * shift,
                                          POS_B + sign * db * shift)
        d = overlap_det(c[:, :cells], g, cells * CELL)
        result.append((centre_and_spread(d, cells)[0], proj_s))
    slope = wrap(result[0][0] - result[1][0], CELL) / (2 * shift)
    return slope, (result[0][1] - result[1][1]) / (2 * shift)


slope_b16, _ = centre_slope(16, 0, 1)
slope_a16, _ = centre_slope(16, 1, 0)
slope_b32, dP = centre_slope(32, 0, 1)
slope_b = (4 * slope_b32 - slope_b16) / 3
# generator i[dP,P]; velocity i[generator,x]; the two factors i give -1
current = -np.sum(P * (dP @ P - P @ dP) * separation) / M
assert abs(current - slope_b) < 1e-4
charge_b = 1 - 2 * current
charge_a16, charge_b16 = 1 - 2 * slope_a16, 1 - 2 * slope_b16
assert abs(charge_a16 + charge_b16) < 1e-3

# --- Partly filled band: z vanishes ---
det_metal = overlap_det(orbs[:, :15], x, L)
assert abs(det_metal) < 1e-8

# --- Grid convergence ---
xf, _, _, orbf, _ = hartree_fock(8, points=16)
fine_c, fine_s = centre_and_spread(overlap_det(orbf[:, :8], xf, 8 * CELL), 8)
grid_c, grid_s = abs(fine_c - centres[8]), abs(fine_s - spreads[8])
assert grid_c < 1e-3 and grid_s < 1e-3

bohr = physical_constants["Bohr radius"][0]
lam = np.sqrt(dm_spread)
print(f"Cell length: {CELL:.1f} bohr; grid points per cell: {POINTS}")
print(f"Ion positions A, B: {POS_A:.1f}, {POS_B:.1f} bohr")
print(f"Well depths A, B: {DEPTH_A:.1f}, {DEPTH_B:.1f} hartree")
print(f"Well width: {WELL_WIDTH:.1f} bohr")
print(f"Repulsion strength: {REPULSION:.1f} hartree")
print(f"Repulsion width: {REP_WIDTH:.1f} bohr")
print(f"Configurations summed, 2 cells, 4 electrons: {len(configs)}")
print(f"z from configuration sum: {z_sum.real:.8f} {z_sum.imag:+.8f} i")
print(f"z from squared determinant: {z_det.real:.8f} {z_det.imag:+.8f} i")
print(f"8 cells, det S: {dets[8].real:.6f} {dets[8].imag:+.6f} i")
print(f"8 cells, link product: {link_product.real:.6f} "
      f"{link_product.imag:+.6f} i")
print(f"Orbital-energy gap, 32 cells: {gap:.4f} hartree")
for m in (8, 16, 32):
    print(f"{m} cells: |z| = {abs(dets[m]) ** 2:.6f}")
    print(f"{m} cells: centre from phase = {centres[m]:.6f} bohr")
    print(f"{m} cells: lambda^2 from modulus = {spreads[m]:.6f} bohr^2")
print(f"Centre of localized function: {w_centre:.6f} bohr")
print(f"Spread of localized function: {w_spread:.6f} bohr^2")
print(f"lambda^2 from density matrix: {dm_spread:.6f} bohr^2")
print(f"lambda^2 from quantum metric: {metric_spread:.6f} bohr^2")
print(f"lambda^2 extrapolated from 16, 32 cells: {extrap_spread:.6f} bohr^2")
print(f"Error ratio 16 to 32 cells, centre: {ratio_c:.3f}")
print(f"Error ratio 16 to 32 cells, lambda^2: {ratio_s:.3f}")
print(f"32 cells, z: {z.real:.6f} {z.imag:+.6f} i")
print(f"32 cells, z with ions: {z_total.real:.6f} {z_total.imag:+.6f} i")
print(f"Polarization from phase, 32 cells: {polarization:.6f} e")
print(f"Polarization from localized centre: {pol_limit:.6f} e")
print(f"Cell dipole, long-ring limit: {pol_limit * CELL:.5f} e bohr")
print(f"Cell dipole, SI: {pol_limit * CELL * charge_si * bohr:.4e} C m")
print(f"Localization length: {lam:.5f} bohr")
print(f"Localization length: {lam * bohr * 1e10:.5f} angstrom")
print(f"Ion displacement for slopes: {shift:.2f} bohr")
print(f"Centre shift per shift of B, phase: {slope_b:.6f}")
print(f"Centre shift per shift of B, current: {current:.6f}")
print(f"Effective charge of B, from current: {charge_b:.5f} e")
print(f"Effective charges A, B, 16 cells: {charge_a16:.5f}, "
      f"{charge_b16:.5f} e")
print(f"|det S|, 15 of 32 band states filled: {abs(det_metal):.1e}")
print(f"Grid change 12 to 16 points, centre: {grid_c:.1e} bohr")
print(f"Grid change 12 to 16 points, lambda^2: {grid_s:.1e} bohr^2")
print("PASS")
```

Running it gives:

```
Cell length: 6.0 bohr; grid points per cell: 12
Ion positions A, B: 1.2, 3.6 bohr
Well depths A, B: 1.5, 1.0 hartree
Well width: 0.8 bohr
Repulsion strength: 0.6 hartree
Repulsion width: 1.0 bohr
Configurations summed, 2 cells, 4 electrons: 194580
z from configuration sum: -0.45583916 -0.20232553 i
z from squared determinant: -0.45583916 -0.20232553 i
8 cells, det S: 0.203842 -0.884679 i
8 cells, link product: -0.203842 +0.884679 i
Orbital-energy gap, 32 cells: 0.3307 hartree
8 cells: |z| = 0.824208
8 cells: centre from phase = 1.716255 bohr
8 cells: lambda^2 from modulus = 1.410379 bohr^2
16 cells: |z| = 0.907685
16 cells: centre from phase = 1.717209 bohr
16 cells: lambda^2 from modulus = 1.413178 bohr^2
32 cells: |z| = 0.952702
32 cells: centre from phase = 1.717447 bohr
32 cells: lambda^2 from modulus = 1.413883 bohr^2
Centre of localized function: 1.717526 bohr
Spread of localized function: 1.414119 bohr^2
lambda^2 from density matrix: 1.414119 bohr^2
lambda^2 from quantum metric: 1.414033 bohr^2
lambda^2 extrapolated from 16, 32 cells: 1.414118 bohr^2
Error ratio 16 to 32 cells, centre: 4.003
Error ratio 16 to 32 cells, lambda^2: 3.990
32 cells, z: -0.855599 -0.419036 i
32 cells, z with ions: 0.134132 -0.943213 i
Polarization from phase, 32 cells: 0.227518 e
Polarization from localized centre: 0.227491 e
Cell dipole, long-ring limit: 1.36495 e bohr
Cell dipole, SI: 1.1573e-29 C m
Localization length: 1.18917 bohr
Localization length: 0.62928 angstrom
Ion displacement for slopes: 0.01 bohr
Centre shift per shift of B, phase: -0.290338
Centre shift per shift of B, current: -0.290312
Effective charge of B, from current: 1.58062 e
Effective charges A, B, 16 cells: -1.58142, 1.58141 e
|det S|, 15 of 32 band states filled: 1.1e-13
Grid change 12 to 16 points, centre: 1.4e-08 bohr
Grid change 12 to 16 points, lambda^2: 1.1e-06 bohr^2
PASS
```
